The folded-spectrum operator for ultrasoft pseudopotentials and the role of S⁻¹

**1. Symmetry fixes the operator**

An ultrasoft calculation solves H ψ = ε S ψ, where S is the overlap operator. To reach states near an energy e inside the spectrum, one folds the spectrum about e, so that the wanted state becomes the lowest one. The folded eigenvalue should be (ε − e)², an energy squared. Since S is dimensionless, this suggests an operator quadratic in

K = H − e S,

that is, A = K M K, with M a matrix that depends on S alone. A change of basis then determines M.

Let x = T y with T invertible. Quadratic forms keep their values if H, S and A become T†HT, T†ST and T†AT. Hence K becomes T†KT, and the transformed operator is

(T†KT) M′ (T†KT) = T†K (T M′ T†) K T.

This must equal T†K M K T for every K, so T M′ T† = M, or

M′ = T⁻¹ M (T†)⁻¹.

Take T = S^(−1/2), which turns S into 1. Then M(1) = S^(1/2) M(S) S^(1/2). A further unitary change of basis U leaves S = 1 unchanged, so M(1) = U†M(1)U for every U, and M(1) is a multiple c of the unit matrix. For S = 1 the operator must be (H − e)², which gives c = 1. Therefore M(S) = S⁻¹ and

A = (H − eS) S⁻¹ (H − eS).

The product K² has M = 1 in every basis and fails this requirement: a unitary T leaves its spectrum relative to S unchanged, but a nonunitary T in general changes it.

**2. Assumptions and the inverse overlap**

H is Hermitian and held fixed, as at a given density and Bloch vector. S is Hermitian and positive definite, and e is real. All operators are matrices in one finite orthonormal basis, such as plane waves. The matrix S^(−1/2) H S^(−1/2) is Hermitian and has a complete set of orthonormal eigenvectors φ_n. The vectors ψ_n = S^(−1/2) φ_n then satisfy

H ψ_n = ε_n S ψ_n,  ψ_m†Sψ_n = δ_mn.

Write d_n = ε_n − e. The ultrasoft overlap is

S = 1 + β q β†,

where the columns of β are the projectors and q is the Hermitian matrix of augmentation charges. With P = β†β and X = (1 + Pq)⁻¹, the inverse is

S⁻¹ = 1 − β q X β†.

Multiplication confirms it:

S S⁻¹ = 1 + βqβ† − βqXβ† − βqPqXβ†
   = 1 + βq [1 − (1 + Pq)X] β† = 1.

The small matrix 1 + Pq is invertible because det(1 + β†βq) = det(1 + βqβ†) = det S > 0. Its dimension is the number of projectors, not the number of plane waves. P must be evaluated in the same truncated basis as S.

**3. The folded eigenvalues**

Subtracting eSψ_n from the eigenvalue equation gives

K ψ_n = d_n S ψ_n.

Apply S⁻¹ and then K:

S⁻¹K ψ_n = d_n ψ_n,
A ψ_n = K S⁻¹K ψ_n = d_n K ψ_n = d_n² S ψ_n.

So ψ_n is an eigenvector of the pencil (A, S) with eigenvalue (ε_n − e)². The ψ_n are complete, so there are no other eigenvalues. The same result can be written as

S⁻¹A = (S⁻¹H − e)².

The numbers (ε_n − e)² are thus eigenvalues of S⁻¹A, or of A relative to S. They are in general not eigenvalues of the matrix A by itself.

For a trial vector x = Σ c_n ψ_n we have Kx = Σ c_n d_n Sψ_n, and hence

x†A x = Σ c_m* c_n d_m d_n ψ_m†S S⁻¹ Sψ_n = Σ |c_n|² d_n².

With x†Sx = Σ|c_n|², the weights w_n = |c_n|²/x†Sx and the mean energy ρ = x†Hx/x†Sx = Σ w_n ε_n, the quotient becomes

x†Ax/x†Sx = Σ w_n (ε_n − ρ)² + (ρ − e)².

The cross term 2(ρ − e) Σ w_n(ε_n − ρ) vanishes by the definition of ρ. Minimization therefore reduces the sum of the energy variance of the trial state and its squared distance from the target.

Two limits of the method follow. If ε_i = e + δ and ε_j = e − δ, both fold to δ², and every combination of ψ_i and ψ_j is an eigenvector of (A, S). One then diagonalizes H relative to S in the space of the two vectors, or moves e. Secondly, if S is invertible but indefinite, with eigenvalues of both signs, the algebra for a given eigenvector still holds, but x†Ax/x†Sx is no longer a sum with positive weights, and the minimum principle is lost.

**4. What happens when S⁻¹ is omitted**

Let B = K² and consider B x = μ S x. Since ψ_m†K = d_m ψ_m†S, the matrix elements of B between the true states are

ψ_m†Bψ_n = d_m d_n G_mn,  G_mn = ψ_m†S²ψ_n.

In this basis the metric S is the unit matrix. The state ψ_n is therefore an eigenvector if and only if d_m d_n G_mn = 0 for every m ≠ n. S-orthonormality makes ψ_m†Sψ_n vanish, but not ψ_m†S²ψ_n, so in general B mixes the states.

A single state escapes the mixing if it is also an eigenvector of S, because Sψ_n = gψ_n gives G_mn = g ψ_m†Sψ_n = 0 for m ≠ n; a state orthogonal to all projectors is an example. Two further exceptions follow. If e coincides with a level, then K²x = 0 implies |Kx|² = x†K²x = 0, so the null vectors of B are the true states at that level. The other states can still be wrong.

The second exception is a commuting pair. Let e differ from every level, so that no d_n vanishes, and suppose that a complete S-orthonormal set ψ_n solves both problems. Then G_mn = g_n δ_mn, which means

ψ_m†(S²ψ_n − g_n Sψ_n) = 0 for every m.

By completeness the bracket vanishes, and multiplying by S⁻¹ gives Sψ_n = g_nψ_n. Then Hψ_n = ε_n g_n ψ_n, so H and S are diagonal in one basis and commute. Conversely, if HS = SH, there are common eigenvectors u with Su = su and Hu = sεu. Then Ku = s d u with d = ε − e, and

B u = s²d² u = (s d²) S u.

These common eigenvectors are right, though two of them with equal s d² and different ε can still be mixed. The eigenvalue is s d² instead of d², and this can change the order. For S = diag(4, 1), H = diag(4, −1.5) and e = 0, in hartree, the levels are 1 and −1.5. The faulty eigenvalues are 4 × 1² = 4 and 1 × 1.5² = 2.25 hartree². The lowest solution is the state farther from the target.

In the general case the eigenvalues can be bounded. If s_min and s_max are the extreme eigenvalues of S, any vector v obeys v†v/s_max ≤ v†S⁻¹v ≤ v†v/s_min. With v = Kx this gives

s_min x†Ax ≤ x†Bx ≤ s_max x†Ax.

Divide by x†Sx and apply the min–max principle. The k-th eigenvalue μ_k of (B, S) lies between s_min and s_max times the k-th smallest d².

A related fault is to keep A but drop S on the right. If K²x = μSx and y = Kx, with K invertible, then

A y = K S⁻¹K² x = μ K x = μ y.

The matrix A by itself therefore has the same wrong eigenvalues as the pencil (K², S), with eigenvectors Kx.

**5. Size of the error near a level**

Let e approach a nondegenerate level t, so that d_t is small compared with every other d_m. Collect the ψ_n as columns of Ψ and the d_n in the diagonal matrix D. Since Ψ†SΨ = 1, we have ΨΨ†S = 1 and SΨΨ† = 1. Hence

K = SΨDΨ†S,  K⁻¹ = ΨD⁻¹Ψ†.

Write O = Ψ†Ψ, so that O_mn = ψ_m†ψ_n is the ordinary overlap without S. Put x = Ψc into K⁻²Sx = x/μ:

ΨD⁻¹O D⁻¹Ψ†SΨc = Ψc/μ,
Σ_n O_mn c_n/(d_m d_n) = c_m/μ.

Set c_t = 1 and divide row m by row t:

c_m = (d_t/d_m) [O_mt + Σ′ O_mn c_n d_t/d_n] / [O_tt + Σ′ O_tn c_n d_t/d_n],

where Σ′ omits n = t. Each c_n in the sums is of first order in d_t and is multiplied by another d_t, so the sums are of second order. To leading order

c_m ≈ (d_t/d_m) O_mt/O_tt,  μ ≈ d_t²/O_tt.

The second relation comes from row t. The wrong amplitude is linear in the distance of e from the level. The lost weight, defined as Σ′|c_m|²/Σ|c_m|², is quadratic. For ultrasoft states

O_mt = δ_mt − ψ_m†β q β†ψ_t,

so the mixing is caused by the augmentation term between different states. With q = 0, the norm-conserving case, S = 1 and A = B.

If S is dropped on the right as well, the problem is K²x = κ²x. For a nondegenerate lowest κ², x also satisfies Kx = κx. From K⁻¹x = x/κ follows (Oc)_m/d_m = c_m/κ, and division by row t gives

c_m = (d_t/d_m) (Oc)_m/(Oc)_t.

The leading term is the same as before. Now, however, (Oc)_m = O_mt + Σ′ O_mn c_n has a correction of first order, so the leading law is in general less accurate at a given small offset. Row t gives κ² ≈ d_t²/O_tt².

**6. A worked model**

The example is a one-dimensional crystal with round parameters and does not represent a material. In Hartree atomic units the cell length is 8 bohr, and the local potential is −0.5 cos(2πx/8) hartree. There is one even Gaussian projector, exp(−x²/2σ²), and one odd projector, x exp(−x²/2σ²), each normalized, with σ = 0.8 bohr. Their augmentation charges are 2.0 and −0.4, and their nonlocal strengths are −0.5 and 0.2 hartree. The Bloch vector is one quarter of the reciprocal lattice vector, and 41 plane waves are used. From 29 to 41 plane waves the six lowest levels change only by rounding errors, of order 10⁻¹⁴ hartree. The eigenvalues of S run from 0.6 to 3.0, and H and S do not commute.

Levels 3 and 4 lie at 0.557008 and 1.110947 hartree. The target is placed 30% of the way between them:

e = 0.557008 + 0.3 × 0.553939 ≈ 0.72319 hartree.

The three nearest levels are 3, 2 and 4, with d = −0.166182, −0.375064 and 0.387758 hartree. Their squares, 0.027616, 0.140673 and 0.150356 hartree², agree with the eigenvalues of (A, S) to all printed digits.

Without S⁻¹ the lowest three eigenvalues are 0.026505, 0.119036 and 0.146473 hartree². Their ratios to the correct values are 0.960, 0.846 and 0.974, well inside the bounds 0.6 and 3.0. The matrix A by itself gives the same three numbers, as derived in section 4. If the level were read from the lowest faulty eigenvalue, the result would be

e − √0.026505 ≈ 0.72319 − 0.16280 = 0.56039 hartree,

which is 0.0034 hartree above level 3.

The vector is wrong too. It has lost 0.60% of its S-weight to other states, and its mean energy lies 0.00097 hartree above level 3. When S is also dropped on the right, the lost weight is 0.65%, but the mean energy lies 0.00063 hartree below the level. The signs can differ because

ρ − ε_t = Σ′ w_m (ε_m − ε_t),

and admixtures from above and below contribute with opposite signs. Here the ratios |d_t/d_m| for levels 2 and 4 are 0.44 and 0.43, so the corrections to the leading law are not negligible, and the two faulty problems weight the neighbours differently.

Closer to the level the law can be tested. At offsets of 0.010 and 0.001 hartree from level 3, the lost weight without S⁻¹ is 2.329 × 10⁻⁵ and 2.469 × 10⁻⁷. The leading law gives 2.320 × 10⁻⁵ and 2.469 × 10⁻⁷. The ratio of the two weights is 94 rather than 100 because the distances d_m to the other levels also change with e. The relative error of the predicted amplitudes, measured against the largest of them, falls from 2.3 × 10⁻³ to 2.5 × 10⁻⁵, as expected for a second-order correction. For K² without any S it falls from 4.7 × 10⁻² to 4.7 × 10⁻³, as expected for a first-order one.

The eigenvalue shift has a direct reading. The ordinary squared norm of state 3 is O_tt = 1.0370, so its net augmentation charge is 1 − 1.0370 = −0.0370. At the original target the leading law gives μ ≈ 0.027616/1.0370 = 0.02663 hartree², against the computed 0.026505. The two differ by 0.5% of the computed value. Row t reads d_t²/μ = O_tt + Σ′ O_tn c_n d_t/d_n, and with the leading c_n the sum equals O_tt Σ′|c_n|². The relative correction to μ is therefore about the lost weight, which is below 1% in this weakly mixing model. Of the shift itself, 0.027616 − 0.026505 = 0.00111 hartree², the law accounts for 0.00098 hartree², about nine tenths.

One randomly drawn nonunitary change of basis leaves the lowest eigenvalue of (A, S) at 0.027616 hartree² but moves that of (K², S) from 0.026505 to 0.026125 hartree². The new value depends on T: T equal to twice the unit matrix multiplies K² by 16 and S by 4, and so the eigenvalue by 4, while T = S^(−1/2) gives the correct 0.027616 hartree². The eigenvalue of (K², S) is therefore not a property of the physical system alone.

**7. Applying the operator**

One application of A to a vector x needs no large inverse:

u = Hx − eSx,
v = u − βqX(β†u),
Ax = Hv − eSv.

The solver must receive S as the metric. Alternatively, it may work with F = S⁻¹A, which needs one more application of S⁻¹. F is in general not Hermitian in the ordinary inner product, but it is in the S inner product, because x†S(Fy) = x†Ay and A is Hermitian. Orthogonalization and projections must then use x†Sy.

Folding widens the spectrum: the ratio of the largest to the smallest folded eigenvalue is the square of the ratio of the corresponding |d|. The rate of an iterative search is set by the gap relative to this spread. Let d_a and d_b be the two smallest |d| and d_max the largest. Each application of d_max² − S⁻¹A multiplies the component of ψ_n by d_max² − d_n², so the nearest competitor shrinks relative to the wanted state by the factor 1 − (d_b² − d_a²)/(d_max² − d_a²) per step. With d_max set by the plane-wave cutoff this factor is close to 1. It describes this shifted power iteration only. Krylov methods such as Lanczos iteration converge at a rate governed by roughly the square root of the relative gap, which is faster but still slow in a large basis, and this is the reason for preconditioning.

A converged vector should be checked against the original problem. With ρ = x†Hx/x†Sx and r = Hx − ρSx, the result of section 3 with e replaced by ρ gives

r†S⁻¹r/x†Sx = Σ w_n (ε_n − ρ)².

This variance vanishes if and only if x contains states of a single energy. For a correctly folded, nondegenerate state it tends to zero as the solver converges. If S⁻¹ has been omitted, it tends in general to a nonzero value, however tightly the faulty problem is solved. A nonzero limit can also come from two levels equally far from e. Diagonalizing H relative to S in their common space then gives two vectors of zero variance with energies e ± δ. Both conditions should be checked, because for commuting H and S the faulty operator can also mix two exact states with equal s d², whose energies are not symmetric about e. A zero variance shows that x is an eigenvector, not that it is the one nearest e: in the commuting example of section 4 the faulty problem returns the farther state with zero variance.

The numerical output lists the levels, folded eigenvalues and errors used above.

Table of computed values

```
cell length 8.0 bohr, projector width 0.8 bohr
local potential amplitude 0.50 hartree
augmentation charges even, odd: 2.0, -0.4
nonlocal strengths even, odd: -0.5, 0.2 hartree
Bloch vector / reciprocal vector: 0.25
number of plane waves: 41
largest level change, 29 to 41 plane waves: 1.0e-14 hartree
S eigenvalues, smallest and largest: 0.6000, 3.0000
largest element of S_inv S - 1: 4.4e-16
Frobenius norm of HS - SH: 1.4657 hartree
level 1: eps = -0.247539, eps - e = -0.970729 hartree
level 2: eps = 0.348125, eps - e = -0.375064 hartree
level 3: eps = 0.557008, eps - e = -0.166182 hartree
level 4: eps = 1.110947, eps - e = 0.387758 hartree
level 5: eps = 1.764780, eps - e = 1.041591 hartree
level 6: eps = 2.516910, eps - e = 1.793720 hartree
target e = 0.723189 hartree
lowest three eigenvalues in hartree^2:
  (eps-e)^2 sorted : 0.027616 0.140673 0.150356
  (K S^-1 K, S)    : 0.027616 0.140673 0.150356
  K S^-1 K alone   : 0.026505 0.119036 0.146473
  (K K, S)         : 0.026505 0.119036 0.146473
  K K alone        : 0.025458 0.117374 0.122076
lowest vector: lost S-weight, Rayleigh energy minus eps_3 (hartree)
  (K S^-1 K, S) : 0.000e+00, 7.327e-15
  (K K, S)      : 5.951e-03, 9.682e-04
  K K alone     : 6.488e-03, -6.299e-04
after basis change, lowest (K S^-1 K, S): 0.027616 hartree^2
after basis change, lowest (K K, S): 0.026125 hartree^2
target on level 3, lost weight of (K K, S): 0.0e+00
ordinary squared norm psi_3^dagger psi_3: 1.036978
offset (hartree): lost weight (K K, S), K K alone, first-order law
  0.010: 2.3286e-05, 2.4798e-05, 2.3203e-05
  0.001: 2.4693e-07, 2.4863e-07, 2.4692e-07
relative amplitude error of first-order law: (K K, S), K K alone
  offset 0.010 hartree: 2.28e-03, 4.67e-02
  offset 0.001 hartree: 2.47e-05, 4.68e-03
mu / (small-offset law) at 0.001 hartree: 0.999998
commuting two-level case, e = 0, hartree and hartree^2:
  eps = -1.50, 1.00; (K K, S) = 2.25, 4.00
  lowest vector belongs to eps = -1.50
```
